# Poles and Transition Strengths of the Coupled-Cluster Linear Response Function, part 2

Coupled-cluster response theory and equation-of-motion theory (EOM-CC) give the same excitation energies $\hbar\omega_k$. Do their transition strengths also agree?

The orbitals are fixed and real. Commuting excitation operators $\tau_\mu$ generate orthonormal determinants $|\mu\rangle=\tau_\mu|{\rm HF}\rangle$, with $\langle{\rm HF}|\tau_\mu=0$. The manifold of $\mu$ is complete up to some excitation rank (doubles in CCSD). Write $|{\rm CC}\rangle=e^T|{\rm HF}\rangle$, $T=\sum_\mu t_\mu\tau_\mu$, $\bar O=e^{-T}Oe^T$, $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ and $\langle O\rangle_\Lambda=\langle{\rm HF}|(1+\Lambda)O|{\rm HF}\rangle$. The ground state obeys $\langle\mu|\bar H|{\rm HF}\rangle=0$, $E=\langle{\rm HF}|\bar H|{\rm HF}\rangle$ and

$$\eta^0_\nu+\sum_\mu\lambda_\mu A_{\mu\nu}=0,\qquad \eta^0_\nu=\langle{\rm HF}|[\bar H,\tau_\nu]|{\rm HF}\rangle=\langle{\rm HF}|\bar H|\nu\rangle. \tag{6}$$

The Jacobian $A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|{\rm HF}\rangle$ has right eigenvectors $R_k$ (columns) and left eigenvectors $L_k$ (rows), with eigenvalues $\hbar\omega_k>0$ and $L_jR_k=\delta_{jk}$. EOM-CC diagonalizes $\bar H$ in the space of $|{\rm HF}\rangle$ and the manifold:

$$\begin{pmatrix}E&\eta^0\\0&A+E\end{pmatrix}. \tag{23}$$

Under a perturbation $V(t)$, the time-dependent amplitudes and multipliers obey

$$i\hbar\,\dot t_\mu=\langle\mu|\bar H+\bar V|{\rm HF}\rangle. \tag{8}$$

$$-i\hbar\,\dot\lambda_\nu=\langle[\bar H+\bar V,\tau_\nu]\rangle_\Lambda. \tag{9}$$

For weak $V=fe^{-i\omega t}Y$, the amplitudes change by $f\,t^Y(\omega)e^{-i\omega t}$, and the expectation value $\langle\bar X\rangle_\Lambda$ changes by $fe^{-i\omega t}\langle\langle X;Y\rangle\rangle_\omega$:

$$(\hbar\omega-A)\,t^Y(\omega)=\xi^Y. \tag{12}$$

$$\langle\langle X;Y\rangle\rangle_\omega=\eta^Xt^Y(\omega)+\eta^Yt^X(-\omega)+t^X(-\omega)\,F\,t^Y(\omega). \tag{15}$$

Here $\xi^X_\mu=\langle\mu|\bar X|{\rm HF}\rangle$, $\eta^X_\nu=\langle[\bar X,\tau_\nu]\rangle_\Lambda$, and $F_{\mu\nu}=\langle[[\bar H,\tau_\mu],\tau_\nu]\rangle_\Lambda$ is symmetric. The right moment $T^Y_{k0}$ and left moment $T^X_{0k}$ are

$$T^Y_{k0}=L_k\xi^Y,\qquad T^X_{0k}=\eta^XR_k-\sum_j\frac{(L_j\xi^X)(R_jFR_k)}{\hbar\omega_j+\hbar\omega_k}. \tag{26}$$

They give the response function

$$\langle\langle X;Y\rangle\rangle_\omega=\sum_k\left[\frac{T^X_{0k}T^Y_{k0}}{\hbar\omega-\hbar\omega_k}-\frac{T^Y_{0k}T^X_{k0}}{\hbar\omega+\hbar\omega_k}\right]. \tag{27}$$

A row $\bar M_k$ replaces the sum in (26):

$$\bar M_k(A+\hbar\omega_k)=-R_kF. \tag{28}$$

$$T^X_{0k}=\eta^XR_k+\bar M_k\xi^X. \tag{29}$$

The transition strength is independent of eigenvector scaling:

$$S_k=T^X_{0k}T^X_{k0}. \tag{30}$$

### The EOM-CC moments

EOM-CC obtains moments from the eigenvectors of (23). The ground state has the right vector $(1,0)$ and the left vector $(1,\lambda)$; the latter is verified by $\eta^0+\lambda(A+E)=E\lambda$, which is (6). For an excited state, the first column of (23) forces the left vector to be $(0,L_k)$. The right vector is $(r_0,R_k)$, and its first row gives $Er_0+\eta^0R_k=(E+\hbar\omega_k)r_0$, so

$$r_0=\frac{\eta^0R_k}{\hbar\omega_k}=-\frac{\lambda AR_k}{\hbar\omega_k}=-\lambda R_k. \tag{32}$$

Let $\hat R_k=\sum_\nu(R_k)_\nu\tau_\nu$. The EOM moment between the ground-state ket and the excited bra is $L_k\xi^X$, the same as the right moment in (26). The other one is

$$T^{X,\rm EOM}_{0k}=\langle\bar X(r_0+\hat R_k)\rangle_\Lambda=\langle\bar X\hat R_k\rangle_\Lambda-(\lambda R_k)\langle\bar X\rangle_\Lambda. \tag{33}$$

To compare this with (29), write $\bar X\hat R_k=[\bar X,\hat R_k]+\hat R_k\bar X$. The commutator gives $\eta^XR_k$. In the remainder, expand $\bar X|{\rm HF}\rangle$ in determinants. The reference component contributes $\langle{\rm HF}|\bar X|{\rm HF}\rangle\,\lambda R_k$. Components outside the manifold contribute nothing, because $\hat R_k$ raises their rank further beyond the reach of $\Lambda$. With $\langle\bar X\rangle_\Lambda=\langle{\rm HF}|\bar X|{\rm HF}\rangle+\lambda\xi^X$, the reference terms cancel, leaving

$$T^{X,\rm EOM}_{0k}=\eta^XR_k+N_k\xi^X,\qquad (N_k)_\nu=G_\nu-(\lambda R_k)\lambda_\nu,\qquad G_\nu=\langle\hat R_k\tau_\nu\rangle_\Lambda. \tag{34}$$

The two theories therefore differ by the replacement of $\bar M_k$ with $N_k$. To relate these rows, evaluate $R_kF$ by expanding the double commutator:

$$(R_kF)_\nu=\langle\bar H\hat R_k\tau_\nu-\hat R_k\bar H\tau_\nu-\tau_\nu\bar H\hat R_k+\tau_\nu\hat R_k\bar H\rangle_\Lambda. \tag{35}$$

The four averages, without their signs, are as follows.

- **First.** The row $(1,\lambda)$ is a left eigenvector of $\bar H$ within the EOM space, but $\hat R_k\tau_\nu|{\rm HF}\rangle$ may have a part outside that space, selected by a projector $Q$. The average is $EG_\nu+D_\nu$, with
$$D_\nu=\langle\bar H\,Q\,\hat R_k\tau_\nu\rangle_\Lambda. \tag{36}$$
- **Second.** Inside the EOM space, $\bar H|\nu\rangle$ has components given by (23). Components outside are raised out of reach by $\hat R_k$. The average is $\eta^0_\nu(\lambda R_k)+(GA)_\nu+EG_\nu$.
- **Third.** The right eigenvalue equation gives, inside the EOM space, $\bar H\hat R_k|{\rm HF}\rangle=(E+\hbar\omega_k)\hat R_k|{\rm HF}\rangle+\hbar\omega_kr_0|{\rm HF}\rangle$. With (32), the average is $(E+\hbar\omega_k)G_\nu-\hbar\omega_k(\lambda R_k)\lambda_\nu$.
- **Fourth.** Only the reference part of $\bar H|{\rm HF}\rangle$ survives, and the average is $EG_\nu$.

With the signs of (35), the terms in $E$ cancel. Using $\eta^0=-\lambda A$,

$$\begin{aligned}R_kF&=D-G(A+\hbar\omega_k)+(\lambda R_k)\lambda(A+\hbar\omega_k)\\&=D-N_k(A+\hbar\omega_k).\end{aligned} \tag{37}$$

Comparison with (28) gives $\bar M_k=N_k-D(A+\hbar\omega_k)^{-1}$. Since $-(A+\hbar\omega_k)^{-1}\xi^X=t^X(-\omega_k)$,

$$T^X_{0k}-T^{X,\rm EOM}_{0k}=D\,t^X(-\omega_k). \tag{38}$$

In full coupled cluster no determinant lies outside the manifold, so $Q=0$, $D=0$ and the moments agree. The bra $\langle{\rm HF}|(1+\Lambda)e^{-T}$ and the ket $|{\rm CC}\rangle$ are then exact ground-state eigenvectors with unit overlap, and the excited pair is normalized likewise. For a nondegenerate state the product of moments becomes $\langle0|X|k\rangle\langle k|X|0\rangle=|\langle0|X|k\rangle|^2$, within the chosen orbital basis. In a truncated theory $D$ is generally nonzero: it records that applying two excitations in succession leaves the manifold.

### A distant spectator

The difference matters when a system is enlarged. Let fragments $a$ and $b$ not interact, and let $X=X_a+X_b$. In CCSD the ground-state amplitudes are those of the separate fragments, so $\bar H=\bar H_a+\bar H_b$ and $\bar X=\bar X_a+\bar X_b$. For an excitation $\nu$ on $a$, $[\bar H,\tau_\nu]=[\bar H_a,\tau_\nu]$ produces excitations on $a$ alone. It follows that (12) is solved by the sum of the fragment solutions, and that the multipliers on $a$ obey the equation of the isolated fragment. Elements of $F$ linking $a$ to $b$ vanish, because $[[\bar H_b,\tau_b],\tau_a]=0$. Every term of (15) is then a sum of fragment terms:

$$\langle\langle X;X\rangle\rangle_\omega=\langle\langle X_a;X_a\rangle\rangle_\omega+\langle\langle X_b;X_b\rangle\rangle_\omega. \tag{39}$$

The strength of a line of $a$ is unaffected by $b$.

For the EOM moment, (34) adds to the isolated-fragment value the amount

$$\Delta=\sum_{\kappa\in b}\left[\langle\hat R_k\tau_\kappa\rangle_\Lambda-(\lambda R_k)\lambda_\kappa\right]\xi^X_\kappa. \tag{40}$$

In full theory, the multiplier of a joint excitation is the product of the fragment multipliers, since the ground-state bra factorizes. The bracket is then zero. In CCSD the cancellation fails in two ways. A double excitation on one fragment combined with any excitation on the other lies outside the manifold, so that part of the first term in the bracket is missing while the second term remains. A single on $a$ combined with a single on $b$ lies inside the manifold, but its multiplier is no longer the product of the fragment multipliers, because its equation couples to joint triple excitations whose multipliers CCSD sets to zero. Both effects contribute, and $\Delta$ is in general nonzero. The contributions of several spectators add, and each is linear in that spectator's own operator $X_b$. For identical spectators with the same orientation, the error in the moment grows in proportion to their number. Reversing a spectator reverses the sign of its dipole contribution, so two antiparallel spectators cancel. A centrosymmetric spectator such as H$_2$ contributes nothing to a dipole moment: the bracket is nonzero only for totally symmetric $\kappa$, and for these $\xi^X_\kappa$ vanishes.

A numerical case uses two uncoupled, parallel LiH fragments with bond lengths 1.6 and 2.0 Å, each with a frozen core and two electrons in three $\sigma$ orbitals. CCSD is complete for a single two-electron fragment, and for the 1.6 Å fragment alone both theories give the strength $0.512976\,e^2a_0^2$ for its excitation at 3.614 eV. With the second fragment present, the response strength stays at $0.512976\,e^2a_0^2$, while the EOM strength falls to $0.506394\,e^2a_0^2$. The change is $-0.006582/0.512976=-1.3\%$ of the isolated value, although the fragments do not interact. Of this change, $-0.0043$ comes from the missing joint multipliers and $-0.0023$ from the single–single ones. With the second fragment reversed, the EOM strength rises by the same amount, to $0.519558\,e^2a_0^2$.

### Worked example: LiH

Take LiH at a bond length of 1.6 Å with RHF orbitals in the STO-3G basis, all four electrons correlated by CCSD, and $X=\mu_z$, the dipole component along the bond. The small basis makes this an illustration of the formulas and not a prediction for the molecule. In frozen-core FCI, going from STO-3G to aug-cc-pVDZ moves the lowest bright excitation only from 3.63 to 3.56 eV. It changes the strength from 0.55 to $0.95\,e^2a_0^2$, the polarizability $\alpha_{zz}$ from 10.4 to 26.1 atomic units, and this state's share of it from 79% to 56%. Comparison with full configuration interaction (FCI) in the same basis measures the truncation of the cluster operator and leaves the basis-set error untouched.

The lowest state with nonzero strength has $\hbar\omega_k=0.132970$ hartree, or 3.618 eV. With $R_k$ scaled to unit length, the right moment is $0.757215\,ea_0$. By (29), the left moment is

$$T_{0k}=(0.785966-0.067093)\,ea_0=0.718873\,ea_0, \tag{41}$$

where the second number is the $F$ contribution. The strength is

$$S_k=0.718873\times0.757215\,e^2a_0^2=0.54434\,e^2a_0^2=3.913\times10^{-59}\ {\rm C^2\,m^2}. \tag{42}$$

A numerical contour integral of (15) around the pole gives $0.544342\,e^2a_0^2$, equal to the product of moments to six decimals. Without the $F$ contribution the product would be $0.5951\,e^2a_0^2$, which is 9% too large relative to (42).

For this state the strength comes from $\mu_z$ alone, and the oscillator strength, averaged over molecular orientations, is

$$f_k=\frac{2m_e\omega_k}{3\hbar e^2}S_k=\tfrac23\times0.132970\times0.54434=0.0483. \tag{43}$$

The numerical form uses atomic units, in which $\hbar=m_e=e=a_0=1$.

The three lowest states with appreciable strength along $z$ compare as follows, with strengths in $e^2a_0^2$. A bright $\Pi$ pair at 5.04 eV (FCI) is polarized perpendicular to the bond and does not appear for $X=\mu_z$.

| State | CCSD (eV) | FCI (eV) | Response | EOM | FCI |
|---|---|---|---|---|---|
| 1 | 3.618 | 3.617 | 0.54434 | 0.54445 | 0.54477 |
| 2 | 15.342 | 15.323 | 0.20957 | 0.20958 | 0.20704 |
| 3 | 17.947 | 17.941 | 0.47729 | 0.47737 | 0.47962 |

Here the two CCSD strengths lie closer to each other than either does to FCI. The EOM value is nearer to FCI for states 1 and 3, the response value for state 2. The advantage of the response strength shown in (39) concerns its behaviour as a system grows, and it does not guarantee a smaller error in a given molecule.

The static limit shows how one line contributes to a static molecular property. A static field of strength $\mathcal E$ enters as $-\mathcal E\mu_z$, so the polarizability is minus the response function at zero frequency. From (27),

$$\alpha_{zz}=-\langle\langle\mu_z;\mu_z\rangle\rangle_0=\sum_k\frac{2S_k}{\hbar\omega_k}. \tag{44}$$

The first state contributes $2\times0.54434/0.132970=8.187$ in units of $e^2a_0^2$ per hartree. The full response value is 10.481, so this state supplies 78% of it. Second differences of CCSD energies in finite fields, with the orbitals held fixed, also give 10.481.

The poles and strengths can also be seen in time. A kick $V(t)=\kappa\,\delta(t)X$ equals $\int (d\omega/2\pi)\,\kappa\,e^{-i\omega t}X$, so it contains all frequencies with equal weight $\kappa\,d\omega/2\pi$, and $\delta\langle X\rangle(t)=\kappa\int (d\omega/2\pi)\,e^{-i\omega t}\langle\langle X;X\rangle\rangle_\omega$. The integration path runs just above the poles, and a clockwise contour yields $-2\pi i$ times the sum of the residues in $\omega$. For $t>0$, closing the Fourier integral of (27) in the lower half-plane gives

$$\begin{aligned}\delta\langle X\rangle(t)&=-\frac{i\kappa}{\hbar}\sum_kS_k\left(e^{-i\omega_kt}-e^{i\omega_kt}\right)\\&=-\frac{2\kappa}{\hbar}\sum_kS_k\sin\omega_kt.\end{aligned} \tag{45}$$

The numerical check integrates the nonlinear equations (8) and (9) for 0.242 fs after kicks of $\pm10^{-3}\,\hbar/(ea_0)$. Half the difference of the two signals follows (45) with a largest deviation of $9\times10^{-7}$ relative to the largest predicted signal. This interval is about a fifth of the 1.14 fs period of the lowest line. By (45), to first order in the kick the coupled-cluster dipole oscillates at those frequencies $\omega_k$ of the Jacobian whose strength is nonzero, and the products of left and right moments are the weights of those oscillations.

## Calculated quantities

```
LiH bond length: 1.6 angstrom
determinants: 225, CCSD amplitudes: 92
total energy RHF:  -7.86186477 hartree
total energy CCSD: -7.88231382 hartree
total energy FCI:  -7.88232438 hartree
max |Jacobian - EOM energy|, CCSD: 1.5e-12 eV
same for singles+triples manifold: 0.5234 eV
Lowest z-allowed state, CCSD (right vector of unit norm):
  excitation energy: 0.132970 hartree = 3.6183 eV
  right moment L.xi:       0.757215 e a0
  left moment, eta.R part: 0.785966 e a0
  left moment, F part:     -0.067093 e a0
  left moment, total:      0.718873 e a0
  strength (product): 0.544342 e^2 a0^2 = 3.9129e-59 C^2 m^2
  strength from contour integral: 0.544342 e^2 a0^2
  oscillator strength: 0.04825
  EOM minus response strength: 1.108e-04 e^2 a0^2
z-allowed states: energy (eV), strength (e^2 a0^2)
  1 CCSD: 3.6183 eV, response 0.544342, EOM 0.544452
  2 CCSD: 15.3422 eV, response 0.209572, EOM 0.209580
  3 CCSD: 17.9474 eV, response 0.477293, EOM 0.477369
  1 FCI:  3.6167 eV, strength 0.544767
  2 FCI:  15.3231 eV, strength 0.207037
  3 FCI:  17.9406 eV, strength 0.479620
full CC vs FCI, max strength error: 6.7e-14 e^2 a0^2
static polarizability zz, response: 10.48069 e^2 a0^2/hartree
static polarizability zz, finite field: 10.48068 e^2 a0^2/hartree
kick strength: 1e-03 hbar/(e a0)
propagation time: 0.2419 fs
time-dependent CCSD vs pole sum, relative error: 8.7e-07
Spectator test, fragment bonds: 1.6 and 2.0 angstrom
  excitation energy of first fragment: 3.6138 eV
  strength alone, response: 0.512976 e^2 a0^2
  strength alone, EOM:      0.512976 e^2 a0^2
  strength in pair, response: 0.512976 e^2 a0^2
  strength in pair, EOM:      0.506394 e^2 a0^2
```
